**Steady-state density operator of a resonant level against the Landauer current**

The program examines the statement that $\rho=e^{-\beta(H-Y)}/Z$, with $Y=\sum_a\mu_\alpha\psi_a^\dagger\psi_a$ built from retarded scattering operators $\psi_a^\dagger$, carries the current $J=\frac1{2\pi\hbar}\int dE\,\Gamma_L\Gamma_R|G|^2(f_L-f_R)$. Here $\mu_\alpha$ and $f_\alpha$ are the chemical potential and Fermi function of lead $\alpha$, $\Gamma_\alpha$ its level broadening, and $G$ the retarded Green's function of the level. On a chain of 501 sites it asserts that the current from the exponential and that from direct time evolution agree with the Landauer integral to 0.1%; at the latest time all three print as 0.0864696 $J_0/\hbar$, where $J_0$ is the lead hopping. It also asserts the finite-$\eta$ anticommutator, the completeness of the scattering waves, $[h,y]=0$ for the one-particle matrices, the Gaussian identity by a Fock-space trace, and the vanishing current when the uncoupled $Y_0$ replaces $Y$. Further assertions cover the bound-state threshold, the weight missing from the scattering states, and the lasting memory of the initial level occupation. For a model molecular junction at 300 K and 0.5 V, occupied scattering waves and the Landauer integral both give 80.04 nA. The closing lines size neglected effects from rough inputs; the largest is interference with a second level, at −37% or +48%.

## Numerical verification

```python
"""
Result under test: for a resonant level between two leads, the steady state is
rho = exp(-beta (H - Y)) / Z with Y = sum_alpha mu_alpha psi^+_alpha psi_alpha
(psi: retarded scattering-state operators), and its particle current equals
J = (1/h) * integral dE Gamma_L Gamma_R |G|^2 (f_L - f_R).

Symbols: level = energy of the resonant level d; t_lead = (t_L, t_R) couplings;
hop = hopping J0 of the semi-infinite chain leads, band energy -2 J0 cos k;
mu = (mu_L, mu_R); kT = thermal energy; h, y = one-particle matrices of H, Y.
Sites run from the left lead through d (site 0) to the right lead.
Lattice tests use hbar = J0 = 1; the junction example uses eV, V, K and nA.
"""
import numpy as np
from scipy import constants as const
from scipy.special import expit, digamma


def panel_nodes(a, b, panels, order=10):
    """Composite Gauss-Legendre nodes and weights on (a, b)."""
    x, w = np.polynomial.legendre.leggauss(order)
    edges = np.linspace(a, b, panels + 1)
    half = (b - a) / panels / 2
    mid = (edges[:-1] + edges[1:]) / 2
    return (mid[:, None] + half * x).ravel(), np.tile(half * w, panels)


def chain_hamiltonian(n_lead, level, t_lead, hop):
    size = 2 * n_lead + 1
    bonds = -hop * np.ones(size - 1)
    bonds[n_lead - 1] = -t_lead[0]
    bonds[n_lead] = -t_lead[1]
    h = np.diag(bonds, 1) + np.diag(bonds, -1)
    h[n_lead, n_lead] = level
    return h


def fermi_matrix(m, kT):
    w, v = np.linalg.eigh(m)
    return (v * expit(-w / kT)) @ v.conj().T


def bond_current(h, c, i, j):
    """Particle current from site i to j; c[i, j] = <a_j^+ a_i>, hbar = 1."""
    return 2 * np.imag(h[j, i] * c[i, j])


def scattering_states(k, source, level, t_lead, hop, w):
    """Retarded scattering waves on sites -w..w, normalized to delta(k-k')."""
    energy = -2 * hop * np.cos(k)
    self_energy = -(t_lead[0]**2 + t_lead[1]**2) * np.exp(1j * k) / hop
    green = 1 / (energy - level - self_energy)
    amp = np.sqrt(2 / np.pi)
    psi = np.zeros((2 * w + 1, len(k)), complex)
    psi_d = -t_lead[source] * amp * np.sin(k) * green
    psi[w] = psi_d
    for lead, sign in ((0, -1), (1, 1)):
        for n in range(1, w + 1):
            wave = t_lead[lead] / hop * np.exp(1j * k * n) * psi_d
            if lead == source:
                wave = wave + amp * np.sin(k * n)
            psi[w + sign * n] = wave
    return psi


def landauer_integral(level, t_lead, hop, mu, kT, e_max, shift=(0., 0.)):
    """Integral of T(E)(f_L - f_R) dE; shift displaces the lead bands."""
    e, w = panel_nodes(-e_max, e_max, 400)
    sig = []
    for t, s in zip(t_lead, shift):
        u = (e - s) / (2 * hop)
        sig.append(t**2 / hop * (u - 1j * np.sqrt(1 - u**2)))
    green = 1 / (e - level - sig[0] - sig[1])
    trans = 4 * sig[0].imag * sig[1].imag * abs(green)**2
    window = expit(-(e - mu[0]) / kT) - expit(-(e - mu[1]) / kT)
    return np.sum(w * trans * window)


# ---------- lattice model: explicit scattering waves ----------
hop, level, t_lead = 1.0, 0.3, (0.5, 0.4)
mu, kT = (0.5, -0.3), 0.1
n_lead, win = 250, 5
k, wk = panel_nodes(0, np.pi, 800)
states = [scattering_states(k, s, level, t_lead, hop, win) for s in (0, 1)]
projectors = [(p * wk) @ p.conj().T for p in states]
complete_error = np.max(abs(sum(projectors) - np.eye(2 * win + 1)))
y_wave = mu[0] * projectors[0] + mu[1] * projectors[1]
h_win = chain_hamiltonian(win, level, t_lead, hop)
commutator = (h_win @ y_wave - y_wave @ h_win)[1:-1, 1:-1]
commutator_error = np.max(abs(commutator))
assert complete_error < 1e-9
assert commutator_error < 1e-9
print("LATTICE MODEL (energies in J0, currents in J0/hbar)")
print(f"level {level}, t_L {t_lead[0]}, t_R {t_lead[1]}, kT {kT}")
print(f"mu_L {mu[0]}, mu_R {mu[1]}, sites per lead {n_lead}")
print(f"completeness error (pure number): {complete_error:.1e}")
print(f"largest element of [h,y] (J0^2): {commutator_error:.1e}")

# ---------- anticommutator of scattering operators at finite eta ----------
m_lead, eta = 12, 0.07
h_small = chain_hamiltonian(m_lead, level, t_lead, hop)
size = 2 * m_lead + 1
modes, mode_e = [], []
for block in (slice(0, m_lead), slice(m_lead + 1, size)):
    e_b, v_b = np.linalg.eigh(h_small[block, block])
    for q in range(m_lead):
        vec = np.zeros(size)
        vec[block] = v_b[:, q]
        modes.append(vec)
        mode_e.append(e_b[q])
modes, mode_e = np.array(modes), np.array(mode_e)
coupling = modes @ h_small[:, m_lead]
full = np.array([1j * eta * np.linalg.solve(
    (e + 1j * eta) * np.eye(size) - h_small, v)
    for e, v in zip(mode_e, modes)])
overlap = full.conj() @ full.T
z = mode_e + 1j * eta
sigma = np.sum(coupling**2 / (z[:, None] - mode_e[None, :]), axis=1)
g = 1 / (z - level - sigma)
x = mode_e[None, :] - mode_e[:, None]
formula = np.eye(2 * m_lead) + np.outer(coupling, coupling) * (
    g[None, :] - g.conj()[:, None]) * (1 / (x + 1j*eta) - 1 / (x + 2j*eta))
overlap_error = np.max(abs(overlap - formula))
assert overlap_error < 1e-9
print(f"finite-eta anticommutator error: {overlap_error:.1e}")

# ---------- Gaussian identity by a trace over Fock space ----------
inner = slice(win - 2, win + 3)
m5 = (h_win - y_wave)[inner, inner]
lower, zed, one = np.array([[0, 1], [0, 0]]), np.diag([1, -1]), np.eye(2)
ops = []
for i in range(5):
    op = np.eye(1)
    for j in range(5):
        op = np.kron(op, zed if j < i else lower if j == i else one)
    ops.append(op)
many = sum(m5[i, j] * ops[i].T @ ops[j] for i in range(5) for j in range(5))
ew, ev = np.linalg.eigh(many)
prob = np.exp(-(ew - ew[0]) / kT)
rho = (ev * (prob / prob.sum())) @ ev.conj().T
c_fock = np.array([[np.trace(rho @ ops[j].T @ ops[i]) for j in range(5)]
                   for i in range(5)])
fock_error = np.max(abs(c_fock - fermi_matrix(m5, kT)))
assert fock_error < 1e-8
print(f"Fock-space trace vs Fermi matrix, error: {fock_error:.1e}")

# ---------- density operator on a long chain against Landauer ----------
h = chain_hamiltonian(n_lead, level, t_lead, hop)
h0 = chain_hamiltonian(n_lead, level, (0., 0.), hop)
y0 = np.diag([mu[0]] * n_lead + [0.] + [mu[1]] * n_lead)
c0 = fermi_matrix(h0 - y0, kT)
eig_e, eig_v = np.linalg.eigh(h)
d = n_lead
landauer = landauer_integral(level, t_lead, hop, mu, kT, 2 * hop) / (2*np.pi)
occupation = sum(np.sum(wk * expit(-(-2 * hop * np.cos(k) - m) / kT)
                        * abs(p[win])**2) for m, p in zip(mu, states))
print(f"Landauer current: {landauer:.7f}")
errors = []
for time in (10., 40., 120.):
    u = (eig_v * np.exp(-1j * eig_e * time)) @ eig_v.T
    y_t = u @ y0 @ u.conj().T
    y_t = (y_t + y_t.conj().T) / 2
    c_exp = fermi_matrix(h - y_t, kT)
    j_exp = bond_current(h, c_exp, d, d + 1)
    j_time = bond_current(h, u @ c0 @ u.conj().T, d, d + 1)
    errors.append(abs(j_exp - landauer))
    print(f"t={time:.0f} hbar/J0: exp(-b(H-Y)) {j_exp:.7f}, "
          f"evolved state {j_time:.7f}")
region = slice(d - win, d + win + 1)
y_error = np.max(abs(y_t[region, region] - y_wave))
n_exp = c_exp[d, d].real
j_bare = bond_current(h, fermi_matrix(h - y0, kT), d, d + 1)
assert y_error < 5e-4
assert errors[-1] < 1e-3 * landauer and errors[-1] < errors[0]
assert abs(j_time - landauer) < 1e-3 * landauer
assert abs(n_exp - occupation) < 1e-3
assert abs(j_bare) < 1e-10
print(f"Y evolved vs Y from waves, largest error (J0): {y_error:.1e}")
print(f"level occupation: exponential {n_exp:.6f}, waves {occupation:.6f}")
print(f"current with bare Y0 in the exponent: {abs(j_bare):.1e}")
print(f"Im y on bond d-R1 (J0): {y_wave[win, win + 1].imag:.6f}")

# ---------- bound states: threshold, missing weight, memory ----------
threshold = 2 * hop - (t_lead[0]**2 + t_lead[1]**2) / hop
for offset in (-0.1, 0.1):
    top = np.linalg.eigvalsh(
        chain_hamiltonian(n_lead, threshold + offset, t_lead, hop))[-1]
    assert (top > 2 * hop) == (offset > 0)
level_b = 2.5
be, bv = np.linalg.eigh(chain_hamiltonian(n_lead, level_b, t_lead, hop))
weight = bv[d, -1]**2
missing = 1 - sum(np.sum(wk * abs(scattering_states(
    k, s, level_b, t_lead, hop, 1)[1])**2) for s in (0, 1))
memory_b = abs(np.sum(bv[d]**2 * np.exp(-1j * be * time)))**2
memory = abs(u[d, d])**2
assert abs(missing - weight) < 1e-8
assert abs(memory_b - weight**2) < 1e-3 and memory < 1e-5
print(f"bound-state threshold for |level| (J0): {threshold:.3f}")
print(f"level {level_b} J0: bound weight {weight:.6f}, missing {missing:.6f}")
print(f"memory at t=120: bound {memory_b:.6f}, no bound {memory:.1e}")

# ---------- molecular junction ----------
temperature, level, half_band, bias = 300., 0.6, 5.0, 0.5
gamma = (0.03, 0.02)
hop = half_band / 2
kT = const.k * temperature / const.e
t_lead = tuple(np.sqrt(gm * hop / 2) for gm in gamma)
to_nA = 2 * const.e**2 / const.h * 1e9


def junction_current(lev, volt, shift=(0., 0.)):
    return to_nA * landauer_integral(lev, t_lead, hop,
                                     (volt / 2, -volt / 2), kT, 1.5, shift)


current = junction_current(level, bias)
mu = (bias / 2, -bias / 2)
rate, n_d = 0., 0.
for source in (0, 1):
    p = scattering_states(k, source, level, t_lead, hop, 1)
    occ = wk * expit(-(-2 * hop * np.cos(k) - mu[source]) / kT)
    rate += np.sum(occ * 2 * np.imag(-t_lead[1] * p[1] * p[2].conj()))
    n_d += np.sum(occ * abs(p[1])**2)
current_waves = 2 * const.e * rate * const.e / const.hbar * 1e9
assert abs(current_waves / current - 1) < 1e-6


def wide_band_current(lev):
    width = sum(gamma)
    im = [digamma(0.5 + (width / 2 + 1j * (lev - m)) / (2*np.pi*kT)).imag
          for m in mu]
    return to_nA * 2 * gamma[0] * gamma[1] / width * (im[1] - im[0])


wide = wide_band_current(level)
big_hop = 500.
t_big = tuple(np.sqrt(gm * big_hop / 2) for gm in gamma)
wide_numeric = to_nA * landauer_integral(level, t_big, big_hop, mu, kT, 1.5)
assert abs(wide / wide_numeric - 1) < 1e-4
print("JUNCTION (rough typical inputs, two spins)")
print(f"T {temperature:.0f} K, kT {kT:.5f} eV, level {level} eV, "
      f"half-band {half_band} eV")
print(f"Gamma_L {gamma[0]} eV, Gamma_R {gamma[1]} eV, bias {bias} V")
print(f"t_L {t_lead[0]:.4f} eV, t_R {t_lead[1]:.4f} eV, hop {hop} eV")
for volt in (0.1, 0.3):
    print(f"current at {volt} V: {junction_current(level, volt):.3f} nA")
print(f"current at {bias} V, Landauer: {current:.4f} nA")
print(f"current at {bias} V, occupied waves: {current_waves:.4f} nA")
print(f"wide-band digamma formula: {wide:.4f} nA")
print(f"level occupation per spin: {n_d:.5f}")

# ---------- size of neglected effects ----------
charging, lever, reorganization, gap = 1.0, 0.1, 0.1, 3.0


def percent(value, reference):
    return 100 * (value / reference - 1)


hartree = percent(junction_current(level + charging * n_d, bias), current)
moved = [percent(junction_current(level + s * lever * bias, bias), current)
         for s in (1, -1)]
spread = np.sqrt(2 * reorganization * kT)
dev = np.linspace(-6, 6, 241)
gauss = np.exp(-dev**2 / 2)
gauss /= gauss.sum()
averaged = sum(p * junction_current(level + spread * s, bias)
               for p, s in zip(gauss, dev))
band = percent(junction_current(level, bias, mu), current)


def two_level_current(parity):
    """Wide-band leads, second level one gap below, relative parity +1/-1."""
    e, w = panel_nodes(-1.5, 1.5, 400)
    u_l, u_r = np.array([1., 1.]), np.array([1., parity])
    h_eff = np.diag([level, level - gap]) - 0.5j * (
        gamma[0] * np.outer(u_l, u_l) + gamma[1] * np.outer(u_r, u_r))
    green = np.linalg.inv(e[:, None, None] * np.eye(2) - h_eff)
    amp = np.einsum('i,eij,j->e', u_l, green, u_r)
    f = expit(-(e - mu[0]) / kT) - expit(-(e - mu[1]) / kT)
    return to_nA * np.sum(w * gamma[0] * gamma[1] * abs(amp)**2 * f)


print("NEGLECTED EFFECTS (change of the current at 0.5 V)")
print(f"charging {charging} eV: shift {1e3*charging*n_d:.2f} meV, "
      f"{hartree:+.2f} %")
print(f"level moves +/-{lever*bias:.3f} eV with bias: "
      f"{moved[0]:+.1f} %, {moved[1]:+.1f} %")
print(f"vibrations, reorganization {reorganization} eV: spread "
      f"{spread:.4f} eV, {percent(averaged, current):+.1f} %")
print(f"lead bands displaced with bias: {band:+.3f} %")
print(f"second level {gap} eV below: same parity "
      f"{percent(two_level_current(1), wide):+.1f} %, opposite "
      f"{percent(two_level_current(-1), wide):+.1f} %")
print("PASS")
```

Printed output:

```
LATTICE MODEL (energies in J0, currents in J0/hbar)
level 0.3, t_L 0.5, t_R 0.4, kT 0.1
mu_L 0.5, mu_R -0.3, sites per lead 250
completeness error (pure number): 2.2e-16
largest element of [h,y] (J0^2): 1.7e-16
finite-eta anticommutator error: 2.7e-15
Fock-space trace vs Fermi matrix, error: 1.6e-15
Landauer current: 0.0864696
t=10 hbar/J0: exp(-b(H-Y)) 0.0864256, evolved state 0.0864075
t=40 hbar/J0: exp(-b(H-Y)) 0.0864696, evolved state 0.0864697
t=120 hbar/J0: exp(-b(H-Y)) 0.0864696, evolved state 0.0864696
Y evolved vs Y from waves, largest error (J0): 1.2e-05
level occupation: exponential 0.436286, waves 0.436286
current with bare Y0 in the exponent: 0.0e+00
Im y on bond d-R1 (J0): -0.181327
bound-state threshold for |level| (J0): 1.590
level 2.5 J0: bound weight 0.907038, missing 0.907038
memory at t=120: bound 0.822556, no bound 1.8e-09
JUNCTION (rough typical inputs, two spins)
T 300 K, kT 0.02585 eV, level 0.6 eV, half-band 5.0 eV
Gamma_L 0.03 eV, Gamma_R 0.02 eV, bias 0.5 V
t_L 0.1936 eV, t_R 0.1581 eV, hop 2.5 eV
current at 0.1 V: 13.228 nA
current at 0.3 V: 42.108 nA
current at 0.5 V, Landauer: 80.0404 nA
current at 0.5 V, occupied waves: 80.0404 nA
wide-band digamma formula: 80.3387 nA
level occupation per spin: 0.01570
NEGLECTED EFFECTS (change of the current at 0.5 V)
charging 1.0 eV: shift 15.70 meV, -6.22 %
level moves +/-0.050 eV with bias: -17.8 %, +25.1 %
vibrations, reorganization 0.1 eV: spread 0.0719 eV, +9.2 %
lead bands displaced with bias: -0.146 %
second level 3.0 eV below: same parity -37.4 %, opposite +47.6 %
PASS
```
